# Skewness of MOS threshold shifts from random dopants: verification in Python

```python
"""Skewness of the threshold shift caused by random dopants in a MOS transistor.

Result under test: dopants are uniform in a layer of depth d, their number is
Poisson with mean lam, and a rigid conducting plane bounds the layer. Each one
shifts the threshold by a*(1 - x/d), a = q/(C_ox*A), x = depth, A = gate area.
The skewness is then 3*sqrt(3)/4/sqrt(lam) = 1.299/sqrt(lam).
If the depletion edge is free to move in a uniform body, the second-order
response changes the coefficient to sqrt(3)/2.
Scaled depth is x/d; "ratio" is plane doping over layer doping; "edge" is the
mean scaled depletion depth. Depleted charge is counted in dopants.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import norm, skew
from scipy.special import ai_zeros

q, kB, hbar = const.e, const.k, const.hbar
nm = 1e-9
rng = np.random.default_rng(12345)

# Rough typical parameters of a ground-plane silicon n-channel transistor
gate_side = 40 * nm
oxide = 1.2 * nm
depth = 15 * nm
layer_doping = 2e24          # per cubic metre
plane_doping = 2e25
drain_doping = 1e26
band_bending = 1.0           # volt
junction_potential = 1.1     # volt, drain to plane without bias
temperature = 300.0
eps_si = 11.7 * const.epsilon_0
eps_ox = 3.9 * const.epsilon_0
mass = 0.92 * const.m_e      # rough electron mass normal to a (100) surface

area = gate_side**2
c_ox = eps_ox / oxide
lam = layer_doping * area * depth
step = q / (c_ox * area)
sigma = step * np.sqrt(lam / 3)
rigid = 3 * np.sqrt(3) / 4


def single_dopant_shifts(layers, cells=10, intervals=10):
    """Threshold shifts from a 3D discrete Poisson solution with oxide."""
    a, h = gate_side / cells, depth / intervals
    g_ox, g_si = eps_ox * a * a / oxide, eps_si * a * a / h
    vertical = 2 * g_si * np.eye(intervals)
    vertical -= g_si * (np.eye(intervals, k=1) + np.eye(intervals, k=-1))
    vertical[0, 0] = g_ox + g_si
    chain = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
    chain[0, 0] = chain[-1, -1] = 1
    one = np.eye(cells)
    lateral = np.kron(chain, one) + np.kron(one, chain)
    side = np.full(intervals, eps_si * h)
    side[0] = eps_si * h / 2 + eps_ox * oxide / 2
    matrix = np.kron(vertical, np.eye(cells**2))
    matrix += np.kron(np.diag(side), lateral)
    sources = np.zeros((intervals * cells**2, len(layers) + 1))
    sources[:cells**2, 0] = g_ox              # one volt on the gate
    for column, layer in enumerate(layers, start=1):
        sources[layer * cells**2 + 2 * cells + 7, column] = -q
    surface = np.linalg.solve(matrix, sources)[:cells**2].mean(axis=0)
    return -surface[1:] / surface[0]


layers = np.array([0, 2, 5, 8])
solved_shifts = single_dopant_shifts(layers)
linear_shifts = step * (1 - layers / 10)
assert np.allclose(solved_shifts, linear_shifts, rtol=1e-7)

# Full distribution of the summed weights by recursion on a fine lattice
mesh = 100
weight_prob = np.full(mesh + 1, 1 / mesh)
weight_prob[[0, -1]] /= 2
top = int((lam / 2 + 12 * np.sqrt(lam / 3)) * mesh)
prob = np.zeros(top + 1)
prob[0] = np.exp(-lam * (1 - weight_prob[0]))
j_prob = np.arange(1, mesh + 1) * weight_prob[1:]
for k in range(1, top + 1):
    m = min(k, mesh)
    prob[k] = lam / k * np.dot(j_prob[:m], prob[k - m:k][::-1])
value = np.arange(top + 1) / mesh
mean_sum = np.dot(prob, value)
var_sum = np.dot(prob, (value - mean_sum)**2)
skew_sum = np.dot(prob, (value - mean_sum)**3) / var_sum**1.5
assert abs(prob.sum() - 1) < 1e-9
assert abs(mean_sum / (lam / 2) - 1) < 1e-6
assert abs(var_sum / (lam / 3) - 1) < 1e-3     # lattice error is 1/(2 mesh^2)
assert abs(skew_sum * np.sqrt(lam) - rigid) < 1e-3
high = int(round((lam / 2 + 3 * np.sqrt(lam / 3)) * mesh))
low = int(round((lam / 2 - 3 * np.sqrt(lam / 3)) * mesh))
upper_tail = prob[high + 1:].sum() + prob[high] / 2
lower_tail = prob[:low].sum() + prob[low] / 2
assert upper_tail > norm.sf(3) > lower_tail

# A fixed number of dopants gives no skewness and a quarter of the variance
fixed = rng.random((200000, int(round(lam)))).sum(axis=1)
fixed_skew, fixed_var = skew(fixed), fixed.var()
assert abs(fixed_skew) < 0.03                  # sampling error is 0.0055
assert abs(fixed_var / (lam / 12) - 1) < 0.02


def moving_edge(ratio, edge):
    """Scaled variance and skewness coefficient to second order."""
    def integral(f):
        return quad(f, 0, 1)[0] + ratio * quad(f, 1, edge)[0]
    variance = integral(lambda s: (1 - s / edge)**2)
    third = integral(lambda s: (1 - s / edge)**3)
    mixed = integral(lambda s: s * (1 - s / edge))
    third -= 3 * mixed**2 / (ratio * edge**3)
    return variance, third / variance**1.5


def sample_charge(ratio, edge, samples=1000000, chunk=20000):
    """Depleted charge with the edge solved for each dopant sequence."""
    target = lam * (0.5 + ratio * (edge**2 - 1) / 2)
    columns = int(lam * (1 + ratio * (edge - 1))) + 50
    rows = np.arange(chunk)
    result = []
    for _ in range(samples // chunk):
        arrival = rng.standard_exponential((chunk, columns)).cumsum(axis=1)
        s = np.where(arrival < lam, arrival / lam,
                     1 + (arrival - lam) / (ratio * lam))
        moment = s.cumsum(axis=1)
        assert moment[:, -1].min() > target
        full = (moment < target).sum(axis=1)
        last = s[rows, full]
        below = moment[rows, full] - last
        result.append(full + (target - below) / last)
    return np.concatenate(result)


# Sampling error of a coefficient is about 0.017; higher orders in 1/lam remain
free_var, free_coef = moving_edge(1.0, 1.0)
free_charge = sample_charge(1.0, 1.0)
free_sampled = skew(free_charge) * np.sqrt(lam)
assert abs(free_coef - np.sqrt(3) / 2) < 1e-10
assert abs(free_charge.var() / (lam * free_var) - 1) < 0.02
assert abs(free_sampled - free_coef) < 0.07

ratio = plane_doping / layer_doping
scaled_bending = eps_si * band_bending / (q * layer_doping * depth**2)
assert scaled_bending > 0.5                    # the layer is fully depleted
edge = np.sqrt(1 + 2 * (scaled_bending - 0.5) / ratio)
plane_var, plane_coef = moving_edge(ratio, edge)
plane_charge = sample_charge(ratio, edge)
plane_sampled = skew(plane_charge) * np.sqrt(lam)
assert abs(plane_charge.var() / (lam * plane_var) - 1) < 0.02
assert abs(plane_sampled - plane_coef) < 0.07
stiff_edge = np.sqrt(1 + 2 * (scaled_bending - 0.5) / 1e5)
stiff_coef = moving_edge(1e5, stiff_edge)[1]
assert abs(stiff_coef - rigid) < 1e-3

# Same doping without a plane
free_depth = np.sqrt(2 * eps_si * band_bending / (q * layer_doping))
free_number = layer_doping * area * free_depth

# Quantum displacement of the inversion layer in a triangular well
mean_charge = lam * (1 + ratio * (edge - 1))
field = q * mean_charge / (eps_si * area)
airy = -ai_zeros(1)[0][0]


def subband(f):
    return airy * (hbar**2 / (2 * mass))**(1 / 3) * (q * f)**(2 / 3) / q


centroid = 2 * subband(field) / (3 * field)
stretch = 1 + centroid * c_ox / eps_si
charge_sigma = np.sqrt(lam * plane_var)
quantum_skew = -(1 - 1 / stretch) * charge_sigma / mean_charge
fields = q * plane_charge / (eps_si * area)
quantum_threshold = fields * eps_si / c_ox + subband(fields)
sampled_change = skew(quantum_threshold) - skew(plane_charge)
assert abs(sampled_change - quantum_skew) < 0.002
assert abs(quantum_threshold.std() / (step * plane_charge.std())
           / stretch - 1) < 0.01

# Sizes of other neglected effects
thermal = kB * temperature / q
debye = np.sqrt(eps_si * thermal / (q * plane_doping))
spacing = layer_doping**(-1 / 3)
coulomb = q / (4 * np.pi * eps_si * spacing / 2)
shared = 2 * (depth / np.pi) / gate_side
reduced = plane_doping * drain_doping / (plane_doping + drain_doping)
junction_field = np.sqrt(2 * q * reduced * junction_potential / eps_si)

print(f"gate side {gate_side/nm:.0f} nm, equivalent oxide {oxide/nm:.1f} nm")
print(f"layer depth {depth/nm:.0f} nm, doping {layer_doping/1e6:.1e} cm^-3")
print(f"plane doping {plane_doping/1e6:.1e} cm^-3")
print(f"band bending {band_bending:.1f} V, temperature {temperature:.0f} K")
print(f"relative permittivity: Si {eps_si/const.epsilon_0:.1f},"
      f" oxide {eps_ox/const.epsilon_0:.1f}")
print(f"oxide capacitance {c_ox*100:.3f} uF/cm^2")
print(f"mean dopant number {lam:.2f}")
print(f"shift per surface dopant {step*1e3:.3f} mV")
for layer, solved, linear in zip(layers, solved_shifts, linear_shifts):
    print(f"depth {layer*depth/10/nm:.1f} nm: 3D shift {solved*1e3:.4f} mV,"
          f" linear {linear*1e3:.4f} mV")
print(f"rigid plane: mean shift {step*lam/2*1e3:.2f} mV")
print(f"rigid plane: standard deviation {sigma*1e3:.2f} mV")
print(f"rigid plane: skewness coefficient {rigid:.4f}")
print(f"rigid plane: skewness {rigid/np.sqrt(lam):.4f}")
print(f"skewness from full distribution {skew_sum:.4f}")
print(f"probability above +3 sigma {upper_tail:.3e}")
print(f"probability below -3 sigma {lower_tail:.3e}")
print(f"normal law, one side {norm.sf(3):.3e}")
print(f"fixed number: sampled skewness {fixed_skew:.4f}")
print(f"fixed number: variance/Poisson variance {fixed_var/(lam/3):.4f}")
print(f"free edge: coefficient {free_coef:.4f}, sampled {free_sampled:.3f}")
print(f"same doping, no plane: depletion depth {free_depth/nm:.2f} nm")
print(f"same doping, no plane: mean number {free_number:.2f}")
print(f"same doping, no plane: skewness {free_coef/np.sqrt(free_number):.4f}")
print(f"real plane: doping ratio {ratio:.1f}")
print(f"real plane: depletion into plane {(edge-1)*depth/nm:.2f} nm")
print(f"real plane: coefficient {plane_coef:.4f}, sampled {plane_sampled:.3f}")
print(f"real plane: skewness {plane_coef/np.sqrt(lam):.4f}")
print(f"real plane: standard deviation {step*charge_sigma*1e3:.2f} mV")
print(f"plane doping ratio 1e5: coefficient {stiff_coef:.4f}")
print(f"surface field {field/1e8:.3f} MV/cm")
print(f"oxide field {field*eps_si/eps_ox/1e8:.2f} MV/cm")
print(f"normal electron mass {mass/const.m_e:.2f} electron masses")
print(f"inversion-layer centroid {centroid/nm:.2f} nm")
print(f"quantum factor on standard deviation {stretch:.3f}")
print(f"quantum change of skewness {quantum_skew:.4f},"
      f" sampled {sampled_change:.4f}")
print(f"Debye length in plane {debye/nm:.2f} nm")
print(f"mean dopant spacing {spacing/nm:.2f} nm")
print(f"one-dopant potential at half spacing {coulomb*1e3:.1f} mV")
print(f"thermal voltage {thermal*1e3:.2f} mV")
print(f"gate length shared with source and drain, roughly {shared:.2f}")
print(f"drain doping {drain_doping/1e6:.1e} cm^-3,"
      f" junction potential {junction_potential:.1f} V")
print(f"junction field if plane meets drain {junction_field/1e8:.2f} MV/cm")
print("tests ok")
```

Printed output:

```
gate side 40 nm, equivalent oxide 1.2 nm
layer depth 15 nm, doping 2.0e+18 cm^-3
plane doping 2.0e+19 cm^-3
band bending 1.0 V, temperature 300 K
relative permittivity: Si 11.7, oxide 3.9
oxide capacitance 2.878 uF/cm^2
mean dopant number 48.00
shift per surface dopant 3.480 mV
depth 0.0 nm: 3D shift 3.4798 mV, linear 3.4798 mV
depth 3.0 nm: 3D shift 2.7839 mV, linear 2.7839 mV
depth 7.5 nm: 3D shift 1.7399 mV, linear 1.7399 mV
depth 12.0 nm: 3D shift 0.6960 mV, linear 0.6960 mV
rigid plane: mean shift 83.52 mV
rigid plane: standard deviation 13.92 mV
rigid plane: skewness coefficient 1.2990
rigid plane: skewness 0.1875
skewness from full distribution 0.1875
probability above +3 sigma 2.600e-03
probability below -3 sigma 4.315e-04
normal law, one side 1.350e-03
fixed number: sampled skewness -0.0003
fixed number: variance/Poisson variance 0.2496
free edge: coefficient 0.8660, sampled 0.873
same doping, no plane: depletion depth 25.43 nm
same doping, no plane: mean number 81.37
same doping, no plane: skewness 0.0960
real plane: doping ratio 10.0
real plane: depletion into plane 1.34 nm
real plane: coefficient 1.1790, sampled 1.170
real plane: skewness 0.1702
real plane: standard deviation 14.57 mV
plane doping ratio 1e5: coefficient 1.2990
surface field 0.880 MV/cm
oxide field 2.64 MV/cm
normal electron mass 0.92 electron masses
inversion-layer centroid 1.21 nm
quantum factor on standard deviation 1.337
quantum change of skewness -0.0116, sampled -0.0115
Debye length in plane 0.91 nm
mean dopant spacing 7.94 nm
one-dopant potential at half spacing 31.0 mV
thermal voltage 25.85 mV
gate length shared with source and drain, roughly 0.24
drain doping 1.0e+20 cm^-3, junction potential 1.1 V
junction field if plane meets drain 2.38 MV/cm
tests ok
```
